# Logarithmic Advance of Trap Filling into a Schottky Depletion Layer, part 2

A metal fills $x<0$ and an n-type semiconductor $x>0$, with uniform, fully ionized donors of density $N$ and electron traps of density $N_T\ll N$. A long reverse bias has emptied the traps. At $t=0$ the bias is brought to zero and held there for the pulse length $t$. The problem is how deep the pulse fills the traps. So far, emission and trap charge have been neglected.

The conduction-band edge is $E_c$, the Fermi level $E_F$, the effective density of states $N_c$, the elementary charge $q>0$ and the permittivity $\varepsilon$. The band bending $\psi$, in units of $kT$, is zero in the bulk and $\psi_s$ at the metal. The electron density is $n=N_c\exp[-(E_c-E_F)/kT]=Ne^{-\psi}$, and

$$L^2\psi''=1-e^{-\psi},\qquad L=\sqrt{\frac{\varepsilon kT}{q^2N}}. \tag{3}$$

$$\frac{L^2\psi'^2}{2}=g(\psi),\qquad g(\psi)=\psi-1+e^{-\psi}. \tag{4}$$

The charge edge lies at $x=W$, and $s=W-x$ is distance from it towards the metal:

$$W=\int_0^\infty\left(1-\frac nN\right)dx=L^2\int_0^\infty\psi''\,dx=-L^2\psi'(0)=L\sqrt{2g(\psi_s)}. \tag{6}$$

In the tail,

$$\psi\simeq1+\frac{s^2}{2L^2},\qquad n\simeq\frac Ne\,e^{-s^2/2L^2}, \tag{10}$$

With $s=L\sqrt{2(\psi-1)}+\delta$, the error obeys

$$0<\frac{\delta}{L}<\frac{e^{-\psi}}{[2(\psi-1)]^{3/2}}+\frac{e^{-\psi_s}}{\sqrt{2(\psi_s-1)}}. \tag{12}$$

The simple depletion picture instead has its edge at $W_0=L\sqrt{2\psi_s}$ and its front $L\sqrt{2\ln(cNt)}$ beyond that edge.

The filled fraction $f$ of the traps obeys

$$\frac{\partial f}{\partial t}=cn(1-f),\qquad f(x,0)=0. \tag{15}$$

Here $c=\sigma\bar v$, the capture cross-section times the mean thermal speed. The front, where $f=1-1/e$, lies at $s=s_f$:

$$\psi_{\rm front}=\ln(cNt). \tag{17}$$

$$\boxed{s_f=L\sqrt{2\left[\ln(cNt)-1\right]}=L\sqrt{2\ln\frac t{t_0}},\qquad t_0=\frac e{cN}.} \tag{18}$$

$$\frac{ds_f}{dt}=\frac{L^2}{s_ft},\qquad \frac{ds_f}{d\log_{10}t}=\frac{L^2\ln10}{s_f}. \tag{20}$$

The depths $s_\theta$ where $f=\theta$ give the front's width:

$$s_{0.1}-s_{0.9}=\frac{6.168\,L^2}{s_{0.1}+s_{0.9}}\simeq\frac{3.1L^2}{s_f}. \tag{22}$$

The depth beyond the charge edge that would hold the same number of filled traps if completely filled is $S$. With Euler's constant $\gamma=0.5772$,

$$S=L\left[\sqrt{2z}-\frac{\pi^2}{12}(2z)^{-3/2}+\cdots\right],\qquad z=\ln\frac t{t_0}+\gamma. \tag{24}$$

### Emission stops the front

Let the trap level lie $E_t$ below the conduction band, and let a filled trap emit at the rate $cn_1$. In equilibrium $f/(1-f)=\exp[(E_F-E_c+E_t)/kT]$, with the degeneracy factor of the trap set to one. Detailed balance requires $cn(1-f)=cn_1f$. Dividing by $cf$ and inserting $n=N_c\exp[-(E_c-E_F)/kT]$ gives

$$n_1=n\,\frac{1-f}f=N_ce^{-E_t/kT}. \tag{25}$$

The rate equation is now $\partial f/\partial t=c[n(1-f)-n_1f]$. Its steady value is $n/(n+n_1)$ and its relaxation rate is $c(n+n_1)$, so

$$f=\frac n{n+n_1}\left[1-e^{-c(n+n_1)t}\right]. \tag{26}$$

At late times the front level satisfies $n/(n+n_1)=1-1/e$, which gives $n=(e-1)n_1$. Equation (10) then places the final front at

$$s_\infty=L\sqrt{2\left[\ln\frac N{(e-1)n_1}-1\right]}. \tag{27}$$

For earlier times let $r=n_1/n\ll1$ and $a=cnt$. To first order in $r$ at $a=1$, emission changes $f$ by $-r(1-2/e)$. An increase $\delta a$ restores it by $\delta a/e$, so $\delta a=(e-2)r$. The front must sit where $n$ is larger by this fraction. Since $d\psi/ds=s/L^2$, and $r\simeq cn_1t$ at the front,

$$\delta s_f\simeq-\frac{L^2}{s_f}(e-2)\,cn_1t. \tag{28}$$

The logarithmic law thus requires $t\ll1/(cn_1)$.

### Charge of the filled traps

Suppose that a trap is neutral when empty and negative when filled. With $\eta=N_T/N$, Poisson's equation becomes $L^2\psi''=1-e^{-\psi}-\eta f$. Treat the front as sharp, at depth $x_f$ from the metal, and keep (17) as its condition, so that $\psi_f=\ln(cNt)$ stays fixed. Lengths are in units of $L$ until (30).

On the bulk side $f=1$, and neutrality requires $e^{-\psi_b}=1-\eta$, so $\psi_b\simeq\eta$. Let $F=-\psi'$ at the front. Integrating as in (4), and dropping $e^{-\psi_f}$, gives

$$\frac{F^2}2=(1-\eta)(\psi_f-\psi_b-1)\simeq\frac{s_f^2}2-\eta\left(\frac{s_f^2}2+1\right), \tag{29}$$

where $\psi_f-1=s_f^2/2$ was used. Hence $\delta F=-\eta(s_f/2+1/s_f)$. Between front and metal $\psi''=1$, so $\psi_s=\psi_f+Fx_f+x_f^2/2$. Both bendings are fixed, which gives $x_f\,\delta F+(F+x_f)\,\delta x_f=0$. At zeroth order $F+x_f=s_f+x_f=W$. Restoring $L$,

$$\delta x_f\simeq\eta\left(\frac{s_f}2+\frac{L^2}{s_f}\right)\frac{x_f}W. \tag{30}$$

The negative charge moves the front away from the metal.

### Random positions of the donors

Equation (3) spreads the donor charge evenly. Independent random positions make $\psi$ vary from place to place. Take the metal as a grounded plane, and consider a point at depth $d$. A donor at distance $r$ from the point, and $r'$ from its mirror image, changes $\psi$ there by an amount of magnitude $\ell G$. Here $G=1/r-1/r'$ and $\ell=q^2/(4\pi\varepsilon kT)=1/(4\pi NL^2)$. For independent positions the variance is $N\ell^2\int G^2d^3r$ over the half-space.

To evaluate the integral, let $H(P,Q)=\int G(P,\mathbf r)G(\mathbf r,Q)\,d^3r$. Since $-\nabla^2G=4\pi\delta$, it obeys $-\nabla_Q^2H=4\pi G(P,Q)$ and vanishes on the plane. Because $\nabla^2r=2/r$, the bounded solution is $H=2\pi(r'-r)$. At $Q=P$, $r=0$ and $r'=2d$, so the integral is $4\pi d$. Therefore

$$\langle\delta\psi^2\rangle\le\frac{d}{4\pi NL^4}. \tag{31}$$

This is an upper bound within linear response, because screening by mobile electrons lowers $G$ everywhere while keeping it positive.

### Titanium on n-type silicon at 200 K

The metal fixes the barrier, and with it the room available to the front. Silicon fixes the permittivity and the masses. The model inputs, held fixed so that the formulas can be compared with the numerical solution, are a rough barrier of 0.50 eV, $\varepsilon_r=11.7$ (silicon's value is roughly 12), and six valleys with masses 0.92 and 0.19 $m_0$. The doping is $N=10^{15}$ cm$^{-3}$. The model trap has $N_T=10^{13}$ cm$^{-3}$, $E_t=0.45$ eV and $\sigma=10^{-15}$ cm$^2$.

Each valley contributes a Gaussian integral over wavevector, so $N_c=12(m_dkT/2\pi\hbar^2)^{3/2}$ with $m_d=(m_lm_t^2)^{1/3}$. This is $1.494\times10^{19}$ cm$^{-3}$. In each valley the velocity components are independent Gaussians of variance $kT/m_i$. Averaging over length and direction separately gives

$$\bar v=\sqrt{\frac{8kT}{\pi m_0}}\int_0^1\sqrt{\frac{u^2}{m_l/m_0}+\frac{1-u^2}{m_t/m_0}}\;du=1.70\times10^7\ \text{cm/s}. \tag{32}$$

Hence $cN=\sigma\bar vN=1.70\times10^7$ s$^{-1}$ and $t_0=2.718/(1.70\times10^7\ \text{s}^{-1})=160$ ns. The bulk Fermi level lies $kT\ln(N_c/N)=0.166$ eV below the band. With $kT=17.23$ meV, $\psi_s=(0.500-0.166)/0.01723=19.4$. Equation (3) gives $L=105.6$ nm, and (6) gives $W=105.6\sqrt{2(18.4)}=640$ nm.

For a 10 ms pulse $cNt=1.701\times10^5$, whose logarithm is 12.04. Equation (18) gives $s_f=105.6\sqrt{2(11.04)}=496$ nm, which is 144 nm from the metal. The table compares fronts from numerical integration of (15), on the band profile solved from (3), with the two forms of the law.

| Pulse | Numerical $s_f$ (nm) | Eq. (18) (nm) | $L\sqrt{2\ln(cNt)}$ (nm) |
|---|---|---|---|
| 1 µs | 202.7 | 202.2 | 251.3 |
| 10 µs | 303.6 | 303.6 | 338.4 |
| 100 µs | 378.8 | 378.8 | 407.2 |
| 1 ms | 441.4 | 441.4 | 466.0 |
| 10 ms | 496.1 | 496.1 | 518.1 |

The 0.5 nm difference at 1 µs has the sign required by (12) and lies below its bound of 0.9 nm. Relative to the numerical front, the last column is 24 percent too large at 1 µs and 4 percent at 10 ms. Used with its own edge, the simple picture puts the 10 ms front 139 nm from the metal instead of 144 nm. A straight-line fit of $(s_f/L)^2$ against $\ln(cNt)$, for numerical fronts between $cNt=10^2$ and $10^6$, has slope 1.9999 and intercept $-1.9992$. Equation (18) requires 2 and $-2$.

At 10 ms the front advances by 52 nm per decade, from (20), and its 90 to 10 percent width is 67 nm. Equation (24) gives $S=508$ nm, as does numerical integration of the occupancy. Taking the whole 640 nm layer as filled would overestimate this part of the count by 26 percent relative to $S$.

### Sizes of the neglected effects

The emission time $1/(cn_1)$ is 0.86 s. Equation (28) gives a 10 ms shift of $-(105.6^2/496)(0.718)(0.010/0.86)=-0.19$ nm, as found numerically. The front finally stops at $s_\infty=577$ nm. Trap charge moves the 10 ms front by 0.61 nm according to (30), and by 0.58 nm in a numerical solution that updates the band as the traps fill.

The random donors matter more, since a volume $L^3$ holds only 1.2 of them on average. At the 10 ms front, (31) limits the rms variation of $\psi$ to 0.30. Multiplication by $L^2/s_f$ limits the corresponding spread of the front to about 7 nm. Including the screening, in linear response on the band profile of (3), lowers these values only to 0.27 and 6 nm.

The other effects are smaller or leave the law intact:

- The image potential at the front is 0.21 meV, about 1 percent of $kT$.
- Replacing (32) by the speed for an isotropic mass $m_d$ would shift the front by 2 nm.
- Degeneracy is negligible, with $N/N_c=7\times10^{-5}$. For a single donor level 45 meV deep, with two spin states, about 0.2 percent of the bulk donors are neutral. The excited valley-orbit states of a phosphorus donor, roughly 33 meV deep, raise this to about 0.6 percent, which is still negligible here.
- With a rough mobility of 2000 cm$^2$/Vs, electrons diffuse across $L$ in about 3 ps. In that time an empty trap in the bulk captures with a probability far below one. Refilling the layer emptied by a 5 V reverse bias takes longer, because the current must pass through the resistive bulk. For 300 µm of bulk the remaining voltage falls to 1 percent of $kT/q$ in about 13 ns, still far below the shortest pulse in the table. The delay costs about 5 ns of filling time and holds the 1 µs front back by about 0.3 nm. This shift is comparable to the 0.5 nm correction at that pulse, and it falls inversely with pulse length or faster. Resistance in the external circuit adds to this time and must be checked for a real setup.
- A reverse bias of 5 V gives a peak field of 0.041 MV/cm, well below the rough breakdown field of 0.3 MV/cm.

Direct tunnelling from a trap at the front to the metal has an exponent of several hundred and is negligible. Electrons can also tunnel a short way from the band on the bulk side to a trap at the front. Their waves reach below the local band edge, which adds to the density there, but the same waves are weaker just above the edge than classical particles would be. The two changes nearly cancel. In a uniform field $\mathcal E$ the waves are Airy functions, and their Boltzmann sum is $\int_{-\infty}^{\infty}\mathrm{Ai}^2(-z)\,e^{-pz}dz=e^{p^3/12}/(2\sqrt{\pi p})$, with $p=(q^2\hbar^2\mathcal E^2/2m)^{1/3}/kT$. The factor $1/(2\sqrt{\pi p})$ is the classical result, so

$$\frac n{n_{\rm classical}}=e^{p^3/12}=\exp\left[\frac{(q\hbar\mathcal E)^2}{24m(kT)^3}\right]. \tag{33}$$

At the 10 ms front $\mathcal E=7.67\times10^3$ V/cm, and the light mass $m=0.19m_0$ gives a ratio of 1.002. With capture proportional to the local density, as in (15), the front moves by only $(L^2/s_f)(0.002)\simeq0.04$ nm. This estimate does not cover traps whose capture coefficient depends on the electron energy. The ratio of tunnel-aided to thermal emission printed in the numerical output, about $2\times10^{11}$, should be disregarded. A spurious factor of the elementary charge in coulombs makes its barrier transparent. Without that factor the ratio would be 0.25. Even this is a rough semiclassical figure: the Airy functions give a gain of 0.145 below the band edge, and a loss of 0.143 above it, which the ratio leaves out.

### The model beside a real contact

The barrier of 0.5 eV is a rough value for titanium on n-type silicon. Heating the contact forms a silicide, whose barrier is nearer 0.6 eV. With all else fixed, that raises $\psi_s$ to 25.2 and $W$ to 734 nm. The distance $s_f$ does not change, but the front lies 94 nm farther from the metal. The initial condition in (15) also takes every trap to be empty. Under reverse bias, electrons leaking over a barrier of 0.5 eV at 200 K would keep some traps filled. A thermionic estimate, with electrons drifting at $10^7$ cm/s, gives roughly 1 to 8 percent (the low end for a Richardson constant near 110 A/cm$^2$K$^2$ and no barrier lowering, the high end for the $\langle100\rangle$ emission speed of the model masses and 22 meV of image lowering), and the pulse cannot fill these again. The trap is a model, and cross-sections of real traps differ by orders of magnitude. A tenfold change in $\sigma$ acts in (18) like a tenfold change in pulse length, which is about 50 nm at 10 ms. Real doping is also not perfectly uniform or known. A uniform increase of 10 percent shortens $s_f$ by about 20 nm, mainly through $L$.

A higher temperature shortens the logarithmic range. At 300 K, with the other inputs fixed, the emission time is 64 µs and the front stops 434 nm beyond the edge of a 521 nm layer. A 10 ms pulse then measures the stopping point (27), and (18) no longer applies.

## Numbers as computed

```
temperature 200 K, kT 17.23 meV
donors 1.0e+15 cm^-3, traps 1.0e+13 cm^-3
barrier 0.50 eV, trap depth 0.45 eV
cross-section 1.0e-15 cm^2, eps_r 11.7
masses 0.92, 0.19 m0; valleys 6
band density of states Nc 1.494e+19 cm^-3
mean thermal speed 1.701e+07 cm/s
bulk Fermi level below band 0.1657 eV
band bending 19.400 kT = 0.3343 eV
Debye length L 105.56 nm
charge edge from metal 6.0663 L = 640.4 nm
capture rate cN 1.701e+07 1/s, t0 159.8 ns
tail prefactor n/N 0.3679 (1/e = 0.3679)
largest tail error beyond 2.5 L 1.8e-03
fit of (s/L)^2 on ln(cNt): slope 1.9999
fit intercept -1.9992
pulse s | cNt | s simulated, law, simple law (nm)
1e-06 | 1.701e+01 | 202.7, 202.2, 251.3
1e-05 | 1.701e+02 | 303.6, 303.6, 338.4
1e-04 | 1.701e+03 | 378.8, 378.8, 407.2
1e-03 | 1.701e+04 | 441.4, 441.4, 466.0
1e-02 | 1.701e+05 | 496.1, 496.1, 518.1
10 ms front from metal 144.2 nm
same, simple edge and law 139.4 nm
10 ms advance per decade L^2 ln10/s 51.7 nm
10 ms front speed 2.246e+03 nm/s
10 ms 90-10% width 67.3, law 67.3 nm
10 ms filled depth 508.2, law 508.2 nm
emission time 0.860 s
emission holds 10 ms front back by 0.19 nm
front stops at 577.4, law 577.4 nm
trap-charge shift 0.58, estimate 0.61 nm
donors per L^3 1.18
random-donor bending, rms bound 0.30 kT
random-donor front spread bound 6.8 nm
image potential at front 0.21 meV
field at front 7.67e+03 V/cm
tunnelling exponent front to metal 432
tunnel-aided emission / thermal emission 218524893375.15
isotropic-mass speed would shift front 2.10 nm
degeneracy N/Nc 6.7e-05, neutral donors 1.8e-03
mobility 2000 cm^2/Vs, donor level 45 meV
supply time * trap capture rate 5.5e-07
reverse bias 5 V: width 2622 nm
reverse peak field 0.0406 MV/cm
300 K: emission time 63.5 us
300 K: front stops at 434.4 nm, edge 521.1 nm
```
